# Orientational averaging and the Debye pattern of gas electron diffraction: test program

```python
# Result under test: for a gas of randomly oriented molecules the elastic
# electron-diffraction intensity per molecule is
#   I(s) = sum_j |f_j|^2 + 2 sum_{i<j} Re(f_i f_j*) sin(s r_ij)/(s r_ij)
# s: momentum transfer, f_j: amplitude of atom j, r_ij: distance of a pair.
# Internal units are Hartree atomic units; printed units are stated.
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre, j0 as bessel_j0, lpmv, spherical_jn
from pyscf import dft, gto
from pyscf.gto import ft_ao

BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_PM = BOHR_M * 1e12
BOHR_NM = BOHR_M * 1e9
HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / const.e
LIGHT = 1 / const.fine_structure
U_TO_ME = const.atomic_mass / const.m_e


def trapezoid(values, grid):
    return np.sum((values[..., 1:] + values[..., :-1]) * np.diff(grid) / 2,
                  axis=-1)


def sinc(x):
    return np.sinc(np.asarray(x) / np.pi)


def debye(amplitudes, positions, s):
    total = np.sum(np.abs(amplitudes)**2)
    for i, j in itertools.combinations(range(len(amplitudes)), 2):
        distance = np.linalg.norm(positions[i] - positions[j])
        total += (2 * np.real(amplitudes[i] * np.conj(amplitudes[j]))
                  * sinc(s * distance))
    return total


# ---- Pair sum against a full average over molecular rotations ----
model_positions = np.array([[0.1, 0.2, -0.3], [1.9, 0.3, 0.4],
                            [-0.8, 1.7, 0.6], [-0.5, -1.2, 1.5],
                            [0.7, -0.9, -1.8]])
model_amplitudes = np.array([3 + 1j, 1.5, 1 - 0.4j, 2 + 0.3j, 0.7j])
model_s = 2.0
s_vector = model_s * np.array([2.0, -1.0, 2.0]) / 3
cos_beta, beta_weights = np.polynomial.legendre.leggauss(24)
azimuths = 2 * np.pi * np.arange(40) / 40
alpha, beta, gamma_angle = np.meshgrid(azimuths, np.arccos(cos_beta),
                                      azimuths, indexing="ij")
rotation_weights = np.broadcast_to(beta_weights[None, :, None] / 3200,
                                   alpha.shape).ravel()
rotations = Rotation.from_euler(
    "ZYZ", np.column_stack([alpha.ravel(), beta.ravel(),
                            gamma_angle.ravel()])).as_matrix()
rotated_s = np.einsum("i,nij->nj", s_vector, rotations)
waves = np.exp(1j * rotated_s @ model_positions.T) @ model_amplitudes
rotation_average = rotation_weights @ np.abs(waves)**2
pair_sum = debye(model_amplitudes, model_positions, model_s)
coherent_average = abs(rotation_weights @ waves)**2
assert abs(rotation_average / pair_sum - 1) < 1e-9
assert abs(coherent_average / pair_sum - 1) > 0.05

# ---- Quantum rotation, alignment and many-molecule sums ----
u, uw = np.polynomial.legendre.leggauss(100)
test_x = 5.3
linear_wave = 2.0 + 3.0 * np.exp(1j * test_x * u)
closure_sum = sum(abs(0.5 * np.sqrt(2 * L + 1)
                      * np.sum(uw * eval_legendre(L, u) * linear_wave))**2
                  for L in range(45))
assert abs(closure_sum - (4 + 9 + 12 * sinc(test_x))) < 1e-9
for J in (1, 3, 6):
    density = np.zeros_like(u)
    for M in range(J + 1):
        norm = ((2 * J + 1) / (4 * np.pi)
                * math.factorial(J - M) / math.factorial(J + M))
        density += (1 if M == 0 else 2) * norm * lpmv(M, J, u)**2
    assert np.allclose(density, (2 * J + 1) / (4 * np.pi), rtol=1e-10)
alignment = 0.1
aligned_average = 0.5 * np.sum(
    uw * (1 + alignment * eval_legendre(2, u)) * np.exp(1j * test_x * u))
assert abs(aligned_average - (sinc(test_x)
           - alignment * spherical_jn(2, test_x))) < 1e-10
states = np.array([1, 2j, -0.3 + 1j, 0.8, 1.4 - 0.2j])
enumerated = np.mean([abs(sum(choice))**2
                      for choice in itertools.product(states, repeat=3)])
assert abs(enumerated - (3 * np.mean(abs(states)**2)
                         + 6 * abs(np.mean(states))**2)) < 1e-10
sphere_integral = quad(lambda t: 3 * t**2 * sinc(test_x * t), 0, 1)[0]
assert abs(sphere_integral - 3 * spherical_jn(1, test_x) / test_x) < 1e-10

# ---- Free atoms: spherical density and electrostatic potential ----
x_grid = np.linspace(0, 1, 4001)
r_grid = 16 * x_grid**2
u4, w4 = np.polynomial.legendre.leggauss(4)
phi8 = 2 * np.pi * np.arange(8) / 8
directions = np.array([[np.sqrt(1 - c*c) * np.cos(p),
                        np.sqrt(1 - c*c) * np.sin(p), c]
                       for c in u4 for p in phi8])
direction_weights = np.repeat(w4 / 16, 8)


def computed_atom(symbol):
    mol = gto.M(atom=f"{symbol} 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "pbe0"
    mf.kernel()
    if not mf.converged:
        mf = mf.newton()
        mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1()).sum(axis=0)
    rho = np.zeros_like(r_grid)
    for direction, weight in zip(directions, direction_weights):
        ao = mol.eval_gto("GTOval_sph", r_grid[:, None] * direction)
        rho += weight * np.sum((ao @ dm) * ao, axis=1)
    charge = int(mol.atom_charges()[0])
    dr_dx = 32 * x_grid
    enclosed = cumulative_trapezoid(4*np.pi*r_grid**2*rho*dr_dx,
                                    x_grid, initial=0)
    assert abs(enclosed[-1] - charge) < 1e-3
    scale = charge / enclosed[-1]
    rho *= scale
    enclosed *= scale
    outer = cumulative_trapezoid(4*np.pi*r_grid*rho*dr_dx,
                                 x_grid, initial=0)
    screened = charge - enclosed - r_grid * (outer[-1] - outer)
    return dict(mol=mol, dm=dm, Z=charge, rho=rho, screened=screened)


def form_factor(atom, s):
    s = np.atleast_1d(s)
    integrand = (4*np.pi*r_grid**2*atom["rho"]*32*x_grid
                 * sinc(s[:, None] * r_grid))
    return trapezoid(integrand, x_grid)


def density_amplitude(atom, s):
    return 2 * (atom["Z"] - form_factor(atom, s)) / np.asarray(s)**2


def potential_amplitude(atom, s):
    s = np.atleast_1d(s)
    integrand = (2*atom["screened"]*r_grid*32*x_grid
                 * sinc(s[:, None] * r_grid))
    return trapezoid(integrand, x_grid)


carbon = computed_atom("C")
oxygen = computed_atom("O")
check_s = np.array([1.0, 3.0, 8.0, 15.0])
for atom in (carbon, oxygen):
    assert np.allclose(density_amplitude(atom, check_s),
                       potential_amplitude(atom, check_s), rtol=3e-4)
    analytic_ft = np.einsum(
        "gij,ij->g", ft_ao.ft_aopair(atom["mol"], 3.0 * directions),
        atom["dm"])
    assert abs(direction_weights @ analytic_ft
               - form_factor(atom, 3.0)[0]) < 1e-3

# ---- CO energy curve, vibration and molecular density ----
def computed_co(distance, guess=None):
    mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, distance)]],
                unit="Bohr", basis="cc-pvtz", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe0"
    mf.conv_tol = 1e-10
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return mol, np.asarray(mf.make_rdm1()), energy


curve_r = 2.13 + np.array([-0.2, -0.1, 0.0, 0.1, 0.2])
curve_e = []
guess = None
for distance in curve_r:
    _, guess, energy = computed_co(distance, guess)
    curve_e.append(energy)
curve = np.poly1d(np.polyfit(curve_r - 2.13,
                             np.array(curve_e) - min(curve_e), 4))
r_e = 2.13 + brentq(curve.deriv(), -0.15, 0.15)
force_constant = curve.deriv(2)(r_e - 2.13)
mass_c, mass_o = 12.0, 15.9949
mu = mass_c * mass_o / (mass_c + mass_o) * U_TO_ME
omega = np.sqrt(force_constant / mu)
vib_r = np.linspace(r_e - 0.45, r_e + 0.45, 1201)
step = vib_r[1] - vib_r[0]
_, vib_state = eigh_tridiagonal(
    1/(mu*step**2) + curve(vib_r - 2.13),
    np.full(len(vib_r)-1, -1/(2*mu*step**2)),
    select="i", select_range=(0, 0))
probability = vib_state[:, 0]**2
r_mean = probability @ vib_r
vib_l = np.sqrt(probability @ (vib_r - r_mean)**2)
r_a = r_mean - vib_l**2 / r_mean
assert abs(vib_l / np.sqrt(1/(2*mu*omega)) - 1) < 0.04
co_mol, co_dm, _ = computed_co(r_e, guess)

s_nm = np.arange(30, 301, 10)
s_au = s_nm * BOHR_NM
damped = np.exp(-(vib_l*s_au)**2 / 2) * sinc(s_au * r_a)
vibrating = sinc(s_au[:, None] * vib_r) @ probability
gaussian = np.exp(-(vib_r-r_mean)**2 / (2*vib_l**2))
gaussian /= gaussian.sum()
gaussian_average = sinc(s_au[:, None] * vib_r) @ gaussian
assert np.all(abs(gaussian_average-damped)*s_au*r_mean < 4e-3)
assert np.all(abs(vibrating-damped)*s_au*r_mean < 0.05)

# ---- Beam and diffraction pattern ----
beam_ev, camera_mm = 50e3, 250.0
gamma = 1 + beam_ev / HARTREE_EV / LIGHT**2
beta_v = np.sqrt(1 - 1/gamma**2)
speed = beta_v * LIGHT
wave_number = gamma * speed
wavelength_pm = 2*np.pi/wave_number*BOHR_PM
theta = 2*np.arcsin(s_au/(2*wave_number))
f_c = gamma * density_amplitude(carbon, s_au)
f_o = gamma * density_amplitude(oxygen, s_au)
atomic = f_c**2 + f_o**2
rigid_pair = 2*f_c*f_o*sinc(s_au*r_e)
vibrating_pair = 2*f_c*f_o*vibrating

u40, w40 = np.polynomial.legendre.leggauss(40)
u_half, w_half = u40[u40 > 0], w40[u40 > 0]


def full_density_intensity(s):
    vectors = s*np.column_stack([np.sqrt(1-u_half**2),
                                np.zeros_like(u_half), u_half])
    electrons = np.einsum("gij,ij->g",
                         ft_ao.ft_aopair(co_mol, vectors), co_dm)
    nuclei = np.exp(-1j*vectors @ co_mol.atom_coords().T) \
        @ co_mol.atom_charges()
    return w_half @ np.abs(2*gamma*(nuclei-electrons)/s**2)**2


full = np.array([full_density_intensity(s) for s in s_au])
bonding_percent = 100*(full-atomic-rigid_pair)/atomic
high = s_nm >= 100
assert np.max(abs(bonding_percent[high])) < 2
assert np.max(abs(bonding_percent[~high])) > \
    np.max(abs(bonding_percent[high]))
pair_signal = s_au*(full-atomic)/(2*f_c*f_o)
fit = minimize_scalar(
    lambda r: np.sum((pair_signal[high]-np.sin(s_au[high]*r)/r)**2),
    bounds=(r_e-0.15, r_e+0.15), method="bounded",
    options={"xatol": 1e-8})
assert abs(fit.x-r_e)*BOHR_PM < 0.5

# ---- Eikonal phases beyond the first Born approximation ----
y = np.linspace(0, 1, 3001)[1:]
impact = 16*y**3
tau = np.linspace(0, 1, 301)
t_max = np.arccosh(np.maximum(16/impact, 1))
path_r = impact[:, None]*np.cosh(t_max[:, None]*tau)


def eikonal_amplitude(atom, s, strength=1.0):
    screened = np.interp(path_r, r_grid, atom["screened"], right=0)
    chi = 2/speed*t_max*trapezoid(screened, tau)
    integrand = impact*bessel_j0(s*impact)*np.expm1(1j*strength*chi)*48*y**2
    return -1j*wave_number*trapezoid(integrand, y)/strength


phase_results = []
for wanted in (100, 300):
    s = wanted*BOHR_NM
    for atom in (carbon, oxygen):
        weak = eikonal_amplitude(atom, s, 1e-4).real
        born = gamma*density_amplitude(atom, s)[0]
        assert abs(weak/born-1) < 5e-3
    phases = [np.angle(eikonal_amplitude(a, s)) for a in (carbon, oxygen)]
    phase_results.append((wanted, phases[1]-phases[0]))

# ---- Sizes of other neglected effects ----
temperature, pressure_torr, path_mm = 300.0, 5.0, 0.5
thermal = const.k*temperature/HARTREE_J
number_density = pressure_torr*const.torr/(const.k*temperature)
s_total = np.linspace(0.005, 20, 700)
fc_total = gamma*potential_amplitude(carbon, s_total)
fo_total = gamma*potential_amplitude(oxygen, s_total)
total_intensity = (fc_total**2+fo_total**2
                   + 2*fc_total*fo_total*sinc(s_total*r_e))
cross_section = (2*np.pi/wave_number**2
                 * trapezoid(total_intensity*s_total, s_total))*BOHR_M**2
optical_depth = number_density*cross_section*path_mm*1e-3
excluded_nm = 0.4
excluded_effect = number_density*4*np.pi/3*(excluded_nm*1e-9)**3
radius_m = path_mm*1e-3/2
gas_count = number_density*4*np.pi/3*radius_m**3
forward_effect = gas_count*9/(100e9*radius_m)**4
transit = r_e/speed
turn_angle = transit*np.sqrt(2*thermal/(mu*r_e**2))
stretch_pm = 2*thermal/(r_e*force_constant)*BOHR_PM
inelastic_limit = (6+8)/(6**2+8**2)
spin_effect = beta_v**2*np.sin(theta[-1]/2)**2
x100 = 100*BOHR_NM*r_e
hot_fraction = np.exp(-omega/thermal)
wavenumber_cm = omega*HARTREE_J/(const.h*const.c*100)

print(f"Five-atom model, s = {model_s:.1f} bohr^-1, 10 pairs")
print(f"Rotation average, pair sum: {rotation_average:.9f}, "
      f"{pair_sum:.9f} bohr^2")
print(f"Square of averaged amplitude: {coherent_average:.6f} bohr^2")
print("CO level: PBE0/cc-pVTZ; atoms: spin-unrestricted PBE0/cc-pVTZ")
print(f"Masses C, O: {mass_c:.4f}, {mass_o:.4f} u")
print(f"Equilibrium distance: {r_e*BOHR_PM:.3f} pm")
print(f"Harmonic wavenumber: {wavenumber_cm:.1f} cm^-1")
print(f"Vibrational mean distance: {r_mean*BOHR_PM:.3f} pm")
print(f"Vibrational width l: {vib_l*BOHR_PM:.3f} pm")
print(f"Effective sine distance r_a: {r_a*BOHR_PM:.3f} pm")
print(f"Beam energy: {beam_ev/1000:.1f} keV; gamma: {gamma:.5f}")
print(f"Speed/c: {beta_v:.5f}; wavelength: {wavelength_pm:.4f} pm")
print(f"Camera length: {camera_mm:.1f} mm")
print(f"Sine period in s: {2*np.pi/(r_e*BOHR_NM):.3f} nm^-1")
print("s/nm^-1 angle/deg radius/mm f_C/pm f_O/pm")
chosen = [np.where(s_nm == value)[0][0]
          for value in (30, 60, 100, 150, 200, 250, 300)]
for i in chosen:
    print(f"{s_nm[i]:3d} {np.degrees(theta[i]):8.4f} "
          f"{camera_mm*np.tan(theta[i]):8.3f} "
          f"{f_c[i]*BOHR_PM:9.4f} {f_o[i]*BOHR_PM:9.4f}")
print("s/nm^-1; atomic, rigid pair, vibrating pair, full rigid (pm^2/sr)")
for i in chosen:
    values = np.array([atomic[i], rigid_pair[i], vibrating_pair[i],
                       full[i]])*BOHR_PM**2
    print(f"{s_nm[i]:3d} " + " ".join(f"{value:11.4f}" for value in values))
print("Bonding change / atomic part (%) at the same s:")
print(" ".join(f"{bonding_percent[i]:.3f}" for i in chosen))
print(f"Largest bonding change, s >= 100 nm^-1: "
      f"{np.max(abs(bonding_percent[high])):.3f} %")
print(f"Distance fitted to full-density pattern: {fit.x*BOHR_PM:.3f} pm")
for wanted, difference in phase_results:
    print(f"Eikonal O-C phase at {wanted} nm^-1: {difference:.5f} rad; "
          f"cosine {np.cos(difference):.6f}")
print(f"Gas: {temperature:.0f} K, {pressure_torr:.1f} Torr, "
      f"path {path_mm:.1f} mm")
print(f"Number density: {number_density:.3e} m^-3")
print(f"Elastic cross section: {cross_section:.3e} m^2")
print(f"Mean elastic collisions along path: {optical_depth:.5f}")
print(f"Inelastic/elastic atomic limit at large s: {inelastic_limit:.3f}")
print(f"Excluded-volume size, d = {excluded_nm:.1f} nm: "
      f"{excluded_effect:.2e}")
print(f"Gas-volume coherent bound at 100 nm^-1: {forward_effect:.2e}")
print(f"Relativistic spin reduction at 300 nm^-1: {spin_effect:.5f}")
print(f"Molecular turn during passage: {turn_angle:.2e} rad")
print(f"Thermal centrifugal stretch: {stretch_pm:.4f} pm")
print(f"Excited vibrational Boltzmann factor: {hot_fraction:.2e}")
print(f"At 100 nm^-1: sine factor {sinc(x100):.5f}; alignment "
      f"a={alignment:.1f} adds {-alignment*spherical_jn(2, x100):.5f}")
print("verified")
```

Printed output:

```
Five-atom model, s = 2.0 bohr^-1, 10 pairs
Rotation average, pair sum: 12.143711514, 12.143711514 bohr^2
Square of averaged amplitude: 4.229991 bohr^2
CO level: PBE0/cc-pVTZ; atoms: spin-unrestricted PBE0/cc-pVTZ
Masses C, O: 12.0000, 15.9949 u
Equilibrium distance: 112.462 pm
Harmonic wavenumber: 2238.3 cm^-1
Vibrational mean distance: 112.850 pm
Vibrational width l: 3.328 pm
Effective sine distance r_a: 112.752 pm
Beam energy: 50.0 keV; gamma: 1.09785
Speed/c: 0.41269; wavelength: 5.3553 pm
Camera length: 250.0 mm
Sine period in s: 55.870 nm^-1
s/nm^-1 angle/deg radius/mm f_C/pm f_O/pm
 30   1.4651    6.394  133.7672  139.0543
 60   2.9304   12.797   49.1606   63.7222
100   4.8849   21.366   19.4114   26.6621
150   7.3302   32.160    9.3774   12.4988
200   9.7788   43.087    5.6115    7.3375
250  12.2319   54.197    3.7341    4.8628
300  14.6906   65.542    2.6548    3.4650
s/nm^-1; atomic, rigid pair, vibrating pair, full rigid (pm^2/sr)
 30  37229.7674  -2538.0104  -2611.3642  32083.7956
 60   6477.2766    415.9551    420.6908   6963.9853
100   1087.6679    -89.1653    -83.5031    997.8415
150    244.1542    -12.7468    -11.4212    231.5174
200     85.3274     -1.7590     -1.5436     83.6202
250     37.5897      0.2044      0.0854     37.8119
300     19.0539      0.3983      0.2242     19.4586
Bonding change / atomic part (%) at the same s:
-7.005 1.092 -0.061 0.045 0.061 0.047 0.034
Largest bonding change, s >= 100 nm^-1: 0.136 %
Distance fitted to full-density pattern: 112.470 pm
Eikonal O-C phase at 100 nm^-1: 0.02875 rad; cosine 0.999587
Eikonal O-C phase at 300 nm^-1: 0.10506 rad; cosine 0.994486
Gas: 300 K, 5.0 Torr, path 0.5 mm
Number density: 1.609e+23 m^-3
Elastic cross section: 3.485e-22 m^2
Mean elastic collisions along path: 0.02805
Inelastic/elastic atomic limit at large s: 0.140
Excluded-volume size, d = 0.4 nm: 4.31e-05
Gas-volume coherent bound at 100 nm^-1: 2.43e-16
Relativistic spin reduction at 300 nm^-1: 0.00278
Molecular turn during passage: 6.89e-06 rad
Thermal centrifugal stretch: 0.0364 pm
Excited vibrational Boltzmann factor: 2.18e-05
At 100 nm^-1: sine factor -0.08614; alignment a=0.1 adds -0.00782
verified
```
